# Choosing the Kramers-Kronig quadrature rule and frequency grid

## A straight line first

Suppose a spectral function is a straight line on one interval, $A(x)=A(\omega)-\beta(\omega-x)$ for $a\le x\le b$, with slope $\beta$. For $a<\omega<b$ we want the principal value

$$R(\omega)=P\!\int_a^b\frac{A(x)}{\omega-x}\,dx ,$$

where $P$ means that the symmetric gap $|x-\omega|<\varepsilon$ is left out and $\varepsilon\to0$ is taken afterwards. The constant part needs

$$P\!\int_a^b\frac{dx}{\omega-x}=\lim_{\varepsilon\to0}\left\{\ln\frac{\omega-a}{\varepsilon}+\ln\frac{\varepsilon}{b-\omega}\right\}=\ln\frac{\omega-a}{b-\omega}.$$

In the other part the denominator cancels, so

$$R(\omega)=A(\omega)\ln\frac{\omega-a}{b-\omega}-\beta(b-a).$$

This suggests two numerical rules. One joins the data by straight lines and uses this result on every cell. The other removes $A(\omega)$ and integrates the regular remainder numerically. Here that remainder is $-\beta$, also at $x=\omega$. Setting it to zero at that node, to avoid $0/0$, loses $-\beta$ times the node's quadrature weight.

## What the setting computes

Programs that produce a spectral function on real frequencies, for example an impurity solver in dynamical mean-field theory, often need the real part of the Green function too. With $A=-\mathrm{Im}\,G/\pi$,

$$G(\omega+i\eta)=\int\frac{A(x)}{\omega-x+i\eta}\,dx,$$

$$\frac1{\omega-x+i\eta}=\frac{\omega-x}{(\omega-x)^2+\eta^2}-\frac{i\eta}{(\omega-x)^2+\eta^2}.$$

As $\eta\to0^+$, the second term becomes a peak of area $\pi$ and returns $\mathrm{Im}\,G=-\pi A$. The first is odd about $\omega$ and gives the principal value if $A$ has a finite slope there. Hence

$$\mathrm{Re}\,G(\omega)=P\!\int\frac{A(x)}{\omega-x}dx=\frac1\pi P\!\int\frac{\mathrm{Im}\,G(x)}{x-\omega}dx .$$

The setting has two parts: the quadrature rule and the grid $a=x_0<\dots<x_N=b$. All spectral weight is assumed to lie in $[a,b]$; refinement cannot recover a missing tail. For a self-energy, the real constant at infinite frequency must be added separately, since it leaves no trace in the imaginary part.

Below, $h_j=x_{j+1}-x_j$, $h$ is the largest cell, and $\omega$ is an interior node with neighbouring cells $h_L$ and $h_R$. Errors $E$ are approximate minus exact.

## Rule 1: integrate piecewise-linear data

On cell $j$ let $s_j=(A_{j+1}-A_j)/h_j$. Extended to $\omega$, its line has the value $L_j=A_j+s_j(\omega-x_j)$, so the interpolant is $A_h(x)=L_j-s_j(\omega-x)$. For a cell that does not touch $\omega$,

$$\int_{x_j}^{x_{j+1}}\!\frac{A_h}{\omega-x}dx=L_j\ln\left|\frac{\omega-x_j}{\omega-x_{j+1}}\right|-(A_{j+1}-A_j).$$

The last terms sum to $A_0-A_N$. At an interior node, $\ln|\omega-x_j|$ is multiplied by $L_j-L_{j-1}$. Both lines pass through $A_j$ at $x_j$, so this difference is $\kappa_j(\omega-x_j)$, with $\kappa_j=s_j-s_{j-1}$. At the ends the coefficients are $L_0=A_0+s_0(\omega-a)$ and $-L_{N-1}=-A_N-s_{N-1}(\omega-b)$. Defining $\kappa_0=s_0$ and $\kappa_N=-s_{N-1}$, we obtain

$$R_1=A_0\ln|\omega-a|-A_N\ln|\omega-b|+A_0-A_N+\sum_{j=0}^N\kappa_j(\omega-x_j)\ln|\omega-x_j|.$$

Energies inside logarithms are in one common unit. If $\omega=x_k$, the two cells beside it contribute $A_k\ln\varepsilon$ and $-A_k\ln\varepsilon$, which cancel; the term $j=k$ is zero. The formula also holds between nodes, and a test compares both cases with direct integration of the interpolant. If $A_0\ne0$, the result diverges logarithmically as $\omega\to a$. This is correct if the spectrum has a step there, but an artefact if a tail was merely cut off at $a$.

## Rule 2: subtract the singularity

Write

$$R=\int_a^b g(x)\,dx+A(\omega)\ln\frac{\omega-a}{b-\omega},\qquad g(x)=\frac{A(x)-A(\omega)}{\omega-x},$$

with $g(\omega)=-A'(\omega)$. The trapezoidal rule integrates $g$. The slope comes from three nodes,

$$A'(\omega)\approx\frac{h_Ls_R+h_Rs_L}{h_L+h_R},$$

where $s_L,s_R$ are the adjacent slopes. Their Taylor expansions contain $-h_LA''/2$ and $+h_RA''/2$, which cancel in this combination. The remaining error is $h_Lh_RA'''/6$ to leading order. The node's weight $(h_L+h_R)/2$ makes its effect on $R$ of order $h^3$.

If the diagonal value is dropped, the error is $A'(\omega)(h_L+h_R)/2$ to leading order: first order unless the slope vanishes.

## Convergence when the spectrum is smooth

For rule 2, write $A(x)-A(\omega)=(x-\omega)\int_0^1A'(\omega+t(x-\omega))dt$. Then $g=-\int_0^1A'\,dt$ and $g''=-\int_0^1t^2A'''dt$, so $|g''|\le\max|A'''|/3$. The trapezoidal error is at most $(b-a)h^2\max|g''|/12$. Rule 2 is therefore $O(h^2)$ on any grid if $A'''$ is bounded.

For rule 1, let $M=\max|A''|$. Linear interpolation has the error

$$A_h-A=\tfrac12A''(\xi)(x-x_j)(x_{j+1}-x),$$

with $\xi$ in the cell. Its size is at most $Mh^2/8$. In the cell to the right of $\omega$, with $u=x-\omega$, the contribution to $E$ is at most

$$\int_0^{h_R}\frac{M}{2}\frac{u(h_R-u)}u\,du=\frac{Mh_R^2}{4},$$

and similarly on the left. The far cells contribute $Mh^2/8$ times the integral of $1/|x-\omega|$. Together,

$$|E_1|\le Mh^2\left\{\frac12+\frac18\ln\frac{(\omega-a)(b-\omega)}{h_Lh_R}\right\}.$$

In a test on random 40-cell grids, the largest ratio of error to bound was 0.14.

Is the logarithm real? The mean of $A_h-A$ over a cell is $h_j^2A''/12$, because $\int(x-x_j)(x_{j+1}-x)dx=h_j^3/6$. Keeping the means gives

$$E_1\simeq\frac1{12}P\!\int_a^b\frac{h(x)^2A''(x)}{\omega-x}dx. \qquad (1)$$

The deviation from the mean is even about each cell centre to leading order. It therefore couples to the curvature of $1/(\omega-x)$, which matters at order $h^2$ only in cells near $\omega$. There, mirrored cells cancel if their widths agree to leading order. On a smoothly graded grid the order is thus 2, without a logarithm.

If the spacing jumps at $\omega$, the two sides of (1) no longer cancel. Cutting the integral off at a distance of order $h$ gives

$$E_1\simeq-\frac{A''(\omega)}{12}(h_R^2-h_L^2)\ln\frac1h+O(h^2).$$

For $A=(15/16)(1-x^2)^2$ at $\omega=0$, where $A''=-15/4$, take uniform spacing $h_L=h$ to the left and $h_R=2h$ to the right; in this example $h$ denotes the smaller cell, not the largest. Each halving of $h$ should raise $E_1/h^2$ by $(15/48)\cdot3\ln2=0.650$; the last measured rise is 0.650. Rule 2 instead settles at $E_2/h^2=-0.703$. At $h=0.00125$, rule 1 has $E_1/h^2=6.79$, nearly ten times larger in size.

## Band edges

Many model bands start as $A\simeq\alpha\sqrt t$, where $t$ is the distance from the edge. Then $A''$ is unbounded and the estimates above fail, even for $\omega$ deep inside the band. On a uniform grid with a node on the edge, the area error near that edge follows from

$$\sum_{j=1}^n\sqrt j-\tfrac12\sqrt n-\tfrac23n^{3/2}\;\longrightarrow\;\zeta(-\tfrac12)=-0.2079,$$

where $\zeta$ is the Riemann zeta function. The area is too small because chords lie below a concave curve. The missing area is concentrated near the edge, so the kernel can be evaluated there:

$$E\simeq\zeta(-\tfrac12)h^{3/2}\left[\frac{\alpha_a}{\omega-a}+\frac{\alpha_b}{\omega-b}\right].$$

Both rules share this term, since $g$ has the same square-root part. The order is $3/2$. At the centre of a symmetric band the two edge terms cancel, so convergence there says little about other energies.

The remedy is a cosine grid. With the band on $[-1,1]$, in units of its half-width $D$, take $x=-\cos\theta$ and $\theta_j=j\Delta$, $\Delta=\pi/N$. Interior cells have width about $\Delta\sin\theta$, while the first has width about $\Delta^2/2$. A square root at the edge becomes linear in $\theta$. In the $m$th cell from an edge, the contribution is of order $\Delta^3$ and corrections to (1) are smaller by $1/m^2$. Their sum is $O(\Delta^3)$, which leaves the order at 2 for a fixed $\omega$ inside the band. The order is not uniform in $\omega$: at the nodes next to an edge the error is of order $\Delta$. For the band below with $N=192$ it is $2.0\times10^{-3}\,D^{-1}$ for rule 1 and $1.8\times10^{-2}\,D^{-1}$ for rule 2.

## A band with a known answer

Take

$$A=\frac2\pi\sqrt{1-x^2}\,[1+c(4x^2-1)]=\frac2\pi(\sin\theta+c\sin3\theta),\quad c=\tfrac14,$$

using $\sin3\theta=\sin\theta(4\cos^2\theta-1)$. Set $\omega=-\cos\psi$ and define

$$I_n=P\!\int_0^\pi\frac{\cos n\theta}{\cos\theta-\cos\psi}d\theta .$$

With $t=\tan(\theta/2)$ and $T=\tan(\psi/2)$,

$$I_0=(1+T^2)P\!\int_0^\infty\frac{dt}{T^2-t^2}=\frac{1+T^2}{2T}\left[\ln\left|\frac{T+t}{T-t}\right|\right]_0^\infty=0;$$

the logarithms on the two sides of $t=T$ cancel. Also $I_1=\pi+\cos\psi\,I_0=\pi$. For $n\ge1$, the identity $\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta$ gives $I_{n+1}+I_{n-1}=2\cos\psi\,I_n$, because $\int_0^\pi\cos n\theta\,d\theta=0$. Thus $I_n=\pi\sin n\psi/\sin\psi$.

Since $dx=\sin\theta\,d\theta$ and $2\sin n\theta\sin\theta=\cos(n-1)\theta-\cos(n+1)\theta$, a term $(2/\pi)\sin n\theta$ in $A$ contributes $(I_{n-1}-I_{n+1})/\pi=-2\cos n\psi$. Therefore

$$R=-2(\cos\psi+c\cos3\psi)=2[\omega+c(4\omega^3-3\omega)].$$

At $\omega=0.5\,D$ this is $2[0.5+0.25(0.5-1.5)]=0.5\,D^{-1}$.

The errors follow too. From $d/dx=(1/\sin\theta)d/d\theta$,

$$h^2A''dx=\Delta^2(A_{\theta\theta}\sin\theta-A_\theta\cos\theta)d\theta .$$

For $\sin\theta$ the bracket is $-1$; for $\sin3\theta$ it is $-6\cos2\theta+3\cos4\theta$. Equation (1) becomes

$$E_1\simeq\frac{\Delta^2}{6\pi}[-I_0+c(-6I_2+3I_4)]=c\Delta^2\frac{\sin2\psi}{\sin\psi}(\cos2\psi-1)=4c\Delta^2\omega(1-\omega^2).$$

This is $0.375\Delta^2$ at the chosen energy. For a pure semicircle, $c=0$, the coefficient vanishes: that band is too favourable a trial of rule 1 on this grid.

For rule 2, the trapezoidal error is $\frac1{12}\int h^2g''dx$. The same change of variable and two integrations by parts give

$$E_2\simeq\frac{\Delta^2}{12}\left(-2\int_0^\pi g_\theta\cos\theta\,d\theta\right)=\frac{\Delta^2}{6}\left[g(a)+g(b)-\int_a^bg\,dx\right].$$

The first integration removes $g_{\theta\theta}$, with zero boundary term; the second uses $\cos0=1$ and $\cos\pi=-1$. Here $\int g\,dx=0.5000-0.6057=-0.1057$, so the coefficient is $(-0.3676+1.1027+0.1057)/6=0.140$.

## Reading the numbers

With seven cosine nodes, the logarithmic terms of rule 1 add up to

$$2.1675-1.4325-0.1024-1.2368+1.2351=0.631\,D^{-1}.$$

Rule 2 gives $0.0357+0.6057=0.641\,D^{-1}$. Relative to the exact 0.5, these are 26% and 28% too large.

Rule 2 is worse here although its leading coefficient is smaller. The cause is the slope at $\omega$: three coarse nodes give $-0.054$ instead of $0.184\,D^{-2}$. Multiplied by the weight $0.433\,D$, this discrepancy accounts for $0.103\,D^{-1}$ of the error $0.141\,D^{-1}$. The remaining 0.038 agrees with $0.140(\pi/6)^2$.

Refinement gives these errors in $D^{-1}$:

| Grid and rule | $N=192$ | $N=3072$ | Order |
|---|---|---|---|
| Cosine, rule 1 | $1.0\times10^{-4}$ | $3.9\times10^{-7}$ | 2.00 |
| Cosine, rule 2 | $4.1\times10^{-5}$ | $1.5\times10^{-7}$ | 2.01 |
| Cosine, no diagonal | $2.6\times10^{-3}$ | $1.6\times10^{-4}$ | 1.00 |
| Uniform, rule 1 | $5.2\times10^{-4}$ | $7.5\times10^{-6}$ | 1.52 |
| Uniform, rule 2 | $4.5\times10^{-4}$ | $7.2\times10^{-6}$ | 1.49 |

The orders use $N=768$ and $3072$. On the uniform grid, the measured coefficients of $h^{3/2}$ are 0.450 and 0.433, against the predicted 0.437. Interior errors of order $h^2$ are smaller than the edge term by a factor of order $\sqrt h\approx0.026$, so differences of a few percent are expected. The numerical output gives the remaining values.

## Which choice to make

**Rule.** Use rule 1 when $R$ is wanted between nodes, or when the data have a kink on a node within a few cells of $\omega$; there $g$ changes too abruptly for the trapezoidal rule, and the error of rule 2 is of order $h$. A kink exactly at $\omega$ costs rule 2 the diagonal error $(h_R-h_L)(s_R-s_L)/2$, which vanishes for equal neighbouring cells, so there it keeps order 2. If a peak near $\omega$ is poorly resolved, neither rule is reliable and the grid must be refined. Use rule 2 when the data are smooth and well resolved, especially if the spacing jumps near $\omega$. Keep its diagonal value.

**Grid.** Put nodes on known band edges and cluster them there as the cosine grid does; a gapped spectrum needs this at each square-root edge. Rule 2 also needs nodes inside the gap, refined along with the rest: there $A=0$, but $g=-A(\omega)/(\omega-x)$ is not zero. Change the spacing gradually. A peak of width $\Gamma$ has $A''$ of order $A_{\max}/\Gamma^2$, so the cells across it must be small compared with $\Gamma$.

**Check.** Double $N$ and compare $R$ at several fixed energies that are nodes of every grid compared and lie away from symmetry points. Between nodes, except at a cell midpoint, the cells near $\omega$ are not mirrored, so rule 1 has an extra $h^2$ term whose coefficient depends on the position of $\omega$ within its cell. This position can change when $N$ is doubled, so the factor 4 below need not appear even for a smooth spectrum. In the asymptotic regime the change should shrink by about 4 per doubling. A factor near 2.8 points to square-root edges that lie on nodes but have no clustering; if such edges fall between nodes, the factor is erratic and can change sign. A factor near 2 is what a missing diagonal value produces, but a step in $A$ inside the grid can give it too, with either rule. Check the range $[a,b]$ separately: a lost tail can leave a converged but wrong result.

## Computed values

```
Band shape c = 0.25, target w = 0.5 D, norm = 1.000000
Exact Re G(w) = 0.500000 1/D, A(w) = 0.551329 1/D
Seven nodes: x [D], A [1/D], slope change [1/D^2], log term [1/D],
             trapezoid weight [D], subtracted integrand g [1/D^2]
   -1.000000   0.000000   3.563846   2.167523   0.066987  -0.367553
   -0.866025   0.477465  -3.362046  -1.432469   0.250000  -0.054072
   -0.500000   0.551329  -0.349529   0.000000   0.433013  -0.000000
   -0.000000   0.477465   0.295456  -0.102397   0.500000  -0.147728
    0.500000   0.551329  -0.349529   0.000000   0.433013   0.054072
    0.866025   0.477465  -3.362046  -1.236812   0.250000   0.201800
    1.000000   0.000000   3.563846   1.235135   0.066987   1.102658
Piecewise-linear rule, 7 nodes: 0.630980 1/D
Trapezoid sum of g, 7 nodes: 0.035725 1/D
Analytic log term: 0.605697 1/D
Subtraction rule, 7 nodes: 0.641421 1/D
Errors [1/D]: N cells, cosine grid: linear, subtraction, no diagonal;
              uniform grid: linear, subtraction
     48   1.677e-03   8.157e-04   1.101e-02   4.643e-03   3.540e-03
    192   1.015e-04   4.089e-05   2.642e-03   5.198e-04   4.487e-04
    768   6.292e-06   2.398e-06   6.534e-04   6.146e-05   5.697e-05
   3072   3.925e-07   1.474e-07   1.629e-04   7.467e-06   7.186e-06
Order from last two: 2.002 2.012 1.002 1.520 1.493
A'(w) = 0.18378 1/D^2, zeta(-1/2) = -0.20789
Edge amplitude alpha = 1.57555 D^(-3/2)
Error constants, same columns; divided by (pi/N)^2, (pi/N)^2, pi/N,
  h^1.5, h^1.5 with h = 2/N (D = 1)
  measured : 0.37526 0.14092 0.15930 0.44952 0.43261
  predicted: 0.37500 0.14013 0.15915 0.43671 0.43671
Random 40-cell grids: largest error/bound = 0.142
Spacing doubles at w = 0: h [D], linear error/h^2, subtraction error/h^2
  0.01000 4.84245 -0.70341
  0.00500 5.49278 -0.70320
  0.00250 6.14275 -0.70314
  0.00125 6.79261 -0.70313
Growth per halving: measured 0.64986, predicted 0.64983
```
